# Hall conductivity in DMFT and its Boltzmann limit

The form of the Hall conductivity is largely fixed by counting. Two current vertices supply a factor $q^2$, where $q$ is the carrier charge. The magnetic field enters through $q\mathbf A$, so a response linear in the field is proportional to $q^3B$. A longitudinal current grows as the lifetime $\tau$, and bending it sideways costs a further factor $\omega_c\tau$, with $\omega_c\propto B$ the cyclotron frequency, so $\sigma_{xy}\propto\tau^2$. A spectral function $A$ of half-width $\Gamma=1/(2\tau)$ and unit area obeys $\int d\varepsilon\,A^n\propto\Gamma^{1-n}$. This suggests $A^2$ for $\sigma_{xx}$ and $A^3$ for $\sigma_{xy}$. Counting cannot fix the prefactor, nor exclude a term such as $A(\mathrm{Re}\,g)^2$, which has the same dimension. That requires the derivation.

Consider one band $\varepsilon_{\mathbf k}=\sum_{\mathbf R}t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ on a two-dimensional lattice, with real hoppings, two spin species and a field $B$ along $z$. Units are $e=\hbar=k_B=a=1$, with $a$ the lattice constant, and electrons have $q=-1$. Write $v_a=\partial_a\varepsilon$, $\varepsilon_{ab}=\partial_a\partial_b\varepsilon$, and $\int_{\mathbf k}$ for the Brillouin-zone average. In dynamical mean-field theory (DMFT) the self-energy $\Sigma(\omega)$ is local, which is an approximation in two dimensions. Time reversal maps $B$ to $-B$ and leaves the site-diagonal Green's function unchanged, so $\Sigma$ has no term linear in $B$. Spin-orbit coupling is left out; linear Zeeman shifts cancel in the spin sum.

The kinetic momentum $\mathbf K=\mathbf p-q\mathbf A$ satisfies
$$[K_x,K_y]=-q[p_x,A_y]-q[A_x,p_y]=iq(\partial_xA_y-\partial_yA_x)=iqB .$$
The operator $e^{i\mathbf K\cdot\mathbf R}$ acts as
$$(e^{i\mathbf K\cdot\mathbf R}\psi)(\mathbf r)=e^{-iq\int_0^1\mathbf A(\mathbf r+s\mathbf R)\cdot\mathbf R\,ds}\,\psi(\mathbf r+\mathbf R),$$
as one verifies by replacing $\mathbf R$ with $u\mathbf R$ and differentiating in $u$. It is a hop with its Peierls phase, so $H=\sum_{\mathbf R}t_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}$. Any operator $\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}$ is represented by its symbol $F(\mathbf k)=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. Since the commutator of the $K$'s is a number,
$$e^{i\mathbf K\cdot\mathbf R}e^{i\mathbf K\cdot\mathbf R'}=e^{i\mathbf K\cdot(\mathbf R+\mathbf R')}e^{-\frac{iqB}{2}(R_xR'_y-R_yR'_x)} .$$
A derivative $\partial_a$ of a symbol produces $iR_a$, so an operator product has the symbol
$$F\star H=FH+\tfrac{iqB}{2}\{F,H\}+O(B^2),\qquad \{F,H\}=\partial_xF\,\partial_yH-\partial_yF\,\partial_xH .$$
The trace per site keeps $\mathbf R=0$ and equals $\int_{\mathbf k}F$. For a product only $\mathbf R'=-\mathbf R$ contributes; the phase is then zero, and the trace is $\int_{\mathbf k}FH$. The velocity $i[H,r_a]$ multiplies each hop by $iR_a$, so its symbol is still $v_a$.

With $z=\omega+\mu-\Sigma(\omega)$, the Green's function solves $(z-\varepsilon)\star G=1$. At zeroth order $G=g(\varepsilon)=1/(z-\varepsilon)$. The first-order source is $\{z-\varepsilon,g(\varepsilon)\}$, which vanishes because both entries are functions of $\varepsilon$. Hence $G$ has no linear term, and the whole linear field effect comes from products with the velocities.

The same fact removes vertex corrections. In DMFT the irreducible vertex is local, so a correction to a uniform current vertex must pass through the site element of $G_1v_bG_2$. This is the same on every site and equals the trace per site of $v_bG_2G_1$. To first order in $B$ it is $\int_{\mathbf k}v_b\,g_1(\varepsilon)g_2(\varepsilon)$, the zone integral of a $k_b$-derivative of a periodic function, which is zero. The bubble is therefore sufficient.

For a uniform vector potential varying as $e^{-i\Omega t}$ the electric field is $i\Omega$ times that potential. The current is $\chi(\Omega)$ times the potential minus the diamagnetic part, which must equal $\chi(0)$, since a static uniform potential drives no current. Thus
$$\sigma_{ab}=\lim_{\Omega\to0}\frac{\chi_{ab}(\Omega)-\chi_{ab}(0)}{i\Omega},\qquad
\chi_{ab}(i\nu)=-2q^2T\sum_n\mathrm{tr}\,[v_aG_1v_bG_2].$$
Here $\mathrm{tr}$ is the trace per site, $G_1=G(i\omega_n+i\nu)$, $G_2=G(i\omega_n)$. The minus sign comes from the fermion contraction and the 2 from spin.

The trace is $\int_{\mathbf k}(v_x\star g_1)(v_y\star g_2)$. Since $\partial g/\partial\varepsilon=g^2$,
$$\{v_x,g_1\}=g_1^2(\varepsilon_{xx}v_y-\varepsilon_{xy}v_x),\qquad \{v_y,g_2\}=g_2^2(\varepsilon_{xy}v_y-\varepsilon_{yy}v_x),$$
and its linear part is
$$\frac{iqB}{2}\int_{\mathbf k}\left[g_1^2g_2(\varepsilon_{xx}v_y^2-\varepsilon_{xy}v_xv_y)-g_1g_2^2(\varepsilon_{yy}v_x^2-\varepsilon_{xy}v_xv_y)\right].$$
The two curvature weights are equivalent. For any smooth $F(\varepsilon)$, integration by parts in $k_x$ gives
$$\int_{\mathbf k}Fv_y^2\,\partial_xv_x=-\int_{\mathbf k}\left(F'v_x^2v_y^2+2Fv_xv_y\varepsilon_{xy}\right),$$
whose right side is symmetric under $x\leftrightarrow y$. No fourfold symmetry is needed. Define
$$\Phi_H(\varepsilon)=\int_{\mathbf k}(v_x^2\varepsilon_{yy}-v_xv_y\varepsilon_{xy})\,\delta(\varepsilon-\varepsilon_{\mathbf k}),\qquad \Phi_{xx}(\varepsilon)=\int_{\mathbf k}v_x^2\,\delta(\varepsilon-\varepsilon_{\mathbf k}).$$
The linear part of the response is then
$$\chi_{xy}(i\nu)=-iq^3B\int d\varepsilon\,\Phi_H(\varepsilon)\,S(i\nu),\qquad S=T\sum_n(g_1^2g_2-g_1g_2^2).$$
Here and below, $\sigma_{xy}$ denotes the part linear in $B$. A lattice of low symmetry can also have a field-independent part, which is symmetric under $x\leftrightarrow y$ and drops out of $(\sigma_{xy}-\sigma_{yx})/2$. $S$ vanishes at $\nu=0$, so $\sigma_{xy}=-q^3B\int d\varepsilon\,\Phi_H\,S'(0)$.

To continue $S$, take two functions $a,b$ with spectral representations $a(z)=\int dx\,\rho_a(x)/(z-x)$. The elementary sum
$$T\sum_n\frac{1}{(i\omega_n+i\nu-x)(i\omega_n-y)}=\frac{f(y)-f(x)}{i\nu+y-x},$$
with $f$ the Fermi function, gives after $i\nu\to\Omega+i0$
$$T\sum_na_1b_2\to\int d\omega\,f(\omega)\left[\rho_b(\omega)\,a^R(\omega+\Omega)+\rho_a(\omega)\,b^A(\omega-\Omega)\right].$$
Let $R=g^R$ and $N=g^A$ be the retarded and advanced functions. Then $\rho_g=(N-R)/(2\pi i)=A$ and $\rho_{g^2}=(N^2-R^2)/(2\pi i)=A(R+N)$. Apply the formula to $a=g^2,b=g$, subtract $a=g,b=g^2$, and differentiate at $\Omega=0$. With primes for $\partial_\omega$,
$$\begin{aligned}S'(0)&=\int d\omega\,fA\left[2RR'+2NN'-(R+N)(R'+N')\right]\\&=\int d\omega\,fA\,(R-N)(R'-N')=-4\pi^2\int d\omega\,fA^2A' .\end{aligned}$$
The last step uses $R-N=-2\pi iA$. The real parts have dropped out, and what remains is a total derivative. Integrating by parts, $S'(0)=-\frac{4\pi^2}{3}\int d\omega\,(-f')A^3$. Therefore
$$\boxed{\sigma_{xy}=\frac{4\pi^2}{3}q^3B\int d\omega\,(-f')\int d\varepsilon\,\Phi_H(\varepsilon)A(\varepsilon,\omega)^3}$$
For $\sigma_{xx}$ take $a=b=g$. The slope of the sum is $\int fA(R'-N')=-i\pi\int(-f')A^2$, and multiplication by $-2q^2/i$ gives
$$\sigma_{xx}=2\pi q^2\int d\omega\,(-f')\int d\varepsilon\,\Phi_{xx}(\varepsilon)A(\varepsilon,\omega)^2 .$$
Neither formula assumes quasiparticles. Both assume a local $\Sigma$, and the Hall formula needs $\omega_c\tau\ll1$: the field goes to zero at finite $\Gamma$.

The function $\Phi_H$ has a geometric reading. Follow the constant-energy line with $d\mathbf k=(-v_y,v_x)\,dl/|v|$. Then $dv_y=(v_x\varepsilon_{yy}-v_y\varepsilon_{xy})\,dl/|v|$. Since the delta function turns $\int_{\mathbf k}$ into $\oint dl/(4\pi^2|v|)$,
$$\Phi_H=\frac{1}{4\pi^2}\oint v_x\,dv_y .$$
This is the signed area swept by the velocity, divided by $4\pi^2$. Averaging the two equivalent weights also gives $\Phi_H=\oint\kappa|v|^2dl/(8\pi^2)$, where $\kappa=\nabla_{\mathbf k}\cdot(\mathbf v/|v|)$ is the curvature of the line, positive for a convex electron pocket and negative for a convex hole pocket.

With fourfold symmetry $\sigma_{xx}=\sigma_{yy}$ and $\sigma_{yx}=-\sigma_{xy}$. Setting $j_y=0$ gives $E_y=\sigma_{xy}E_x/\sigma_{xx}$, so to leading order the Hall coefficient is $R_H=E_y/(j_xB)=\sigma_{xy}/(B\sigma_{xx}^2)$. One case follows at once. For nearest-neighbour hopping on the square lattice, the shift $\mathbf k\to\mathbf k+(\pi,\pi)$ reverses $\varepsilon$, $v_a$ and $\varepsilon_{ab}$, so $\Phi_H(-\varepsilon)=-\Phi_H(\varepsilon)$. In the paramagnet at half filling $A(-\varepsilon,-\omega)=A(\varepsilon,\omega)$, and $\sigma_{xy}$ vanishes whether or not quasiparticles exist.

Now let $\Gamma(\omega)=-\mathrm{Im}\,\Sigma$ be small on the scale over which the transport functions vary. As a function of $\varepsilon$, $A$ is a Lorentzian centred at $\bar\varepsilon(\omega)=\omega+\mu-\mathrm{Re}\,\Sigma(\omega)$. The substitution $\varepsilon-\bar\varepsilon=\Gamma\tan\theta$ reduces the integrals to $\int\cos^2\theta\,d\theta=\pi/2$ and $\int\cos^4\theta\,d\theta=3\pi/8$:
$$\int d\varepsilon\,A^2=\frac{1}{2\pi\Gamma},\qquad \int d\varepsilon\,A^3=\frac{3}{8\pi^2\Gamma^2}.$$
Consequently
$$\sigma_{xx}=q^2\int d\omega\,(-f')\frac{\Phi_{xx}(\bar\varepsilon)}{\Gamma},\qquad \sigma_{xy}=\frac{q^3B}{2}\int d\omega\,(-f')\frac{\Phi_H(\bar\varepsilon)}{\Gamma^2}.$$

Compare this with the Boltzmann equation for quasiparticles of energy $\varepsilon^*=Z(\varepsilon-\varepsilon_F)$, where $\varepsilon_F=\mu-\mathrm{Re}\,\Sigma(0)$ and $Z=[1-\partial_\omega\mathrm{Re}\,\Sigma(0)]^{-1}$. Near the pole $g\simeq Z/(\omega-\varepsilon^*+iZ\Gamma)$, so the probability decays with $1/\tau^*=2Z\Gamma$. The deviation $\delta f$ from equilibrium obeys
$$q\mathbf E\cdot\mathbf v^*f'+q(\mathbf v^*\times\mathbf B)\cdot\nabla_{\mathbf k}\delta f=-\delta f/\tau^* .$$
At zeroth order in $B$, $\delta f_0=-q\tau^*\mathbf E\cdot\mathbf v^*f'$. Functions of energy have no gradient along $\mathbf v^*\times\mathbf B$, so $\delta f_1=q^2\tau^{*2}f'(\mathbf v^*\times\mathbf B)\cdot\nabla_{\mathbf k}(\mathbf E\cdot\mathbf v^*)$. With $\mathbf E$ along $y$ and $\mathbf v^*\times\mathbf B=B(v_y^*,-v_x^*)$, the current $j_x=2q\int_{\mathbf k}v_x^*\delta f_1$ gives
$$\sigma_{xy}=2q^3B\int_{\mathbf k}\tau^{*2}(-f')(v_x^{*2}\varepsilon^*_{yy}-v_x^*v_y^*\varepsilon^*_{xy}),$$
while $\delta f_0$ gives $\sigma_{xx}=2q^2\int_{\mathbf k}\tau^*(-f')v_x^{*2}$. The Hall weight carries $Z^3$, the squared lifetime $1/(4Z^2\Gamma^2)$, and the delta function in energy $1/Z$. The product is $\Phi_H/(4\Gamma^2)$, and the DMFT expression follows. In $\sigma_{xx}$ the factors $Z^2$, $1/(2Z\Gamma)$ and $1/Z$ combine to $\Phi_{xx}/(2\Gamma)$, again in agreement.

If $\Gamma$ is constant over the thermal window and the transport functions vary little there, it cancels:
$$R_H=\frac{\Phi_H(\varepsilon_F)}{2q\,\Phi_{xx}(\varepsilon_F)^2}.$$
For a circular electron pocket of radius $k_F$ with radial speed $v$, $\Phi_H=v^2/(4\pi)$ and $\Phi_{xx}=k_Fv/(4\pi)$, hence $R_H=2\pi/(qk_F^2)=1/(nq)$ whatever the radial dispersion, with $n=k_F^2/(2\pi)$ the density of the pocket. For a circular hole pocket $\Phi_H$ changes sign, and $R_H=-1/(nq)$ with $n$ the density of holes. For a single pocket bounded by one closed Fermi line, a departure of $|R_H|$ from $1/(n|q|)$ in this limit therefore signals anisotropy. A ring-shaped pocket with two circular lines departs from $1/(n|q|)$ even though it is isotropic.

In a Fermi liquid with $\Gamma=c(\omega^2+\pi^2T^2)$ the rate is not constant over the window, and $R_H$ acquires the factor $\langle\Gamma^{-2}\rangle/\langle\Gamma^{-1}\rangle^2$, averaged with $-f'$. Put $x=\omega/T$ and $s(x)=1/[4\cosh^2(x/2)]$. The double poles of $s$ at $x=i\pi(2m+1)$ give $\int s\cos(xu)\,dx=2\pi u\sum_{m\ge0}e^{-(2m+1)\pi u}$ for $u>0$. Using $1/(x^2+b^2)=b^{-1}\int_0^\infty e^{-bu}\cos(xu)\,du$,
$$I(b)=\int\frac{s\,dx}{x^2+b^2}=\frac{2\pi}{b}\sum_{m\ge0}\frac{1}{[b+(2m+1)\pi]^2}.$$
At $b=\pi$ this is $1/12$. The average of $(x^2+\pi^2)^{-2}$ is $-I'(b)/(2b)$ at $b=\pi$, namely $1/(24\pi^2)+\zeta(3)/(4\pi^4)$. Multiplying by $12^2$,
$$\frac{\langle\Gamma^{-2}\rangle}{\langle\Gamma^{-1}\rangle^2}=\frac{6}{\pi^2}+\frac{36\,\zeta(3)}{\pi^4}\simeq1.052 .$$
Both $c$ and $T$ cancel, so the factor survives as $T\to0$ while this scattering law holds. If a constant impurity rate dominates at the lowest temperatures, the factor returns to one.

As an example take the square lattice with $t=1$ and $t'=-0.25$, that is $\varepsilon=-2t(\cos k_x+\cos k_y)-4t'\cos k_x\cos k_y$, at $T=0.1\,t$. The self-energy is a chosen causal local function, not a converged impurity solution: a constant rate $0.2\,t$ plus two poles at $\pm2\,t$ of width $0.5\,t$ and total weight $2\,t^2$. It gives $\Gamma(0)=0.435\,t$ and $Z=0.707$.

For $\mu=-2\,t$, an electron pocket, the formulas give $\sigma_{xx}=0.3697\,e^2/\hbar$ and $\sigma_{xy}/B=-0.2447\,e^3a^2/\hbar^2$, so
$$R_H=-0.2447/0.3697^2=-1.790\ a^2/e .$$
The bubble evaluated by diagonalizing the lattice Hamiltonian in finite flux, then extrapolated to $B=0$, gives $\sigma_{xy}/B=-0.2447$ as well. For $\mu=t$, a hole pocket, the formula gives $1.7637$ and the flux limit $1.7634$; with $\sigma_{xx}=0.998\,e^2/\hbar$, $R_H=+1.770\,a^2/e$. These comparisons test the field expansion and the reduction to $A^3$. The flux calculation uses the same continuation formula, so that formula was checked separately against a direct Matsubara sum; the vanishing of the local vertex was also tested separately. For $a=0.4$ nm the two Hall coefficients are $-1.79$ and $+1.77\ \mathrm{m^2/C}$.

The constant-rate Boltzmann values follow from the Fermi line. For electrons $\Phi_{xx}=0.15990$ and $\Phi_H=0.11224$ in natural units, so $R_H=-0.11224/(2\times0.15990^2)=-2.195\,a^2/e$. The pocket density $0.330$ per cell would give $-3.03$ if the pocket were isotropic, so anisotropy lowers the magnitude by 28% of that value. For holes the Boltzmann value is $1.739$, close to the inverse pocket density $1.746$.

The full electron result is 18% smaller in magnitude than its Boltzmann value. Finite width contributes to such a difference. At $T=0$, expand the transport functions about $\varepsilon_F$. The mean square of $\varepsilon-\varepsilon_F$ is $\Gamma^2$ under the weight $A^2$ and $\Gamma^2/3$ under $A^3$, so
$$R_H(\Gamma)\simeq R_H(0)\left[1+\Gamma^2\left(\frac{\Phi_H''}{6\Phi_H}-\frac{\Phi_{xx}''}{\Phi_{xx}}\right)\right].$$
The computed electron values at $\Gamma=0.4$, $0.1$ and $0.025\,t$ are $-2.014$, $-2.1846$ and $-2.1945$. From the second to the third the distance to $-2.1951$ falls about sixteenfold for a fourfold smaller $\Gamma$, as the expansion requires. At $\Gamma=0.4\,t$ the reduction is 8%. The rest of the 18% arises with the somewhat larger width $\Gamma(0)=0.435\,t$ of the example, the finite temperature and the frequency-dependent self-energy, whose shares were not separated.

Now take the Fermi-liquid rate with $c=4/t$ and treat $Z$ as a free parameter of the formulas. In a causal self-energy the two are linked, and a rate that follows this law to frequencies beyond $|\omega|=\pi T$ requires $Z<1$, so $Z=1$ serves only as a reference. For the electron pocket, the ratio of $R_H$ at $T=0.02\,t$ to the zero-temperature constant-rate value $-2.195\,a^2/e$ is $1.051$ for $Z=1$ and $1.049$ for $Z=0.5$, near the limit $1.052$ in both cases. At $T=0.04\,t$ the ratios to the same zero-temperature value are $1.046$ and $1.036$. The smaller $Z$ gives the larger departure, in line with a thermal window that spans band energies of order $T/Z$. These ratios impose the quadratic rate and a linear $\bar\varepsilon=\varepsilon_F+\omega/Z$ over the whole window, for $Z=0.5$ as well. A causal self-energy follows both only approximately: with the rate multiplied by $D^4/(\omega^2+D^2)^2$, $D$ fixed by $Z=0.5$ and the real part taken from the Kramers-Kronig relation, the ratios become $1.045$ at $T=0.02\,t$ and $1.025$ at $T=0.04\,t$. The remaining checks appear in the numerical output.

## Computed results

```
hopping t = 1.0, diagonal hopping t' = -0.25 (t), T = 0.1 (t)
self-energy: constant rate 0.2 t, pole weight 2.0 t^2,
  pole positions +-2.0 t, pole width 0.5 t
Gamma(0) = 0.4353 t, Z = 0.7066
Matsubara sum / continued form at first frequency (t^-2): 0.178619 / 0.178619
slope of S at 0: difference / cubic form (t^-3): -0.913068 / -0.913071
local vertex, mean over rms: 8.1e-13
anisotropic curvature integrals (natural units): -0.00510373, -0.00510373
a = 0.4 nm; field unit hbar/(e a^2) = 4113.8 T
--- electron pocket, mu = -2.0 t
sigma_xx: formula 0.36968, flux limit 0.36964 e^2/hbar
sigma_xy/B: formula -0.24465, flux limit -0.24473 e^3 a^2/hbar^2
  sigma_xy/B at flux 2pi/80, 2pi/120: -0.24588, -0.24524
R_H (T = 0.1 t, full formula) = -1.7902 a^2/e
  in SI: sigma_xx = 8.9985e-05 S, R_H = -1.7877e+00 m^2/C
Phi_xx = 0.159897 t a^2/hbar^2 per cell
Phi_H = 0.112244 t^2 a^4/hbar^4 per cell
velocity-loop area/(4 pi^2) = 0.112244 (same unit)
Boltzmann R_H: formula -2.19510, equation solved -2.19511 a^2/e
pocket density = 0.33018 per cell, 1/density = 3.02866 a^2
R_H at T=0, Gamma = 0.4, 0.1, 0.025 t: -2.01395, -2.18460, -2.19446 a^2/e
--- hole pocket, mu = 1.0 t
sigma_xx: formula 0.99832, flux limit 0.99813 e^2/hbar
sigma_xy/B: formula 1.76369, flux limit 1.76336 e^3 a^2/hbar^2
  sigma_xy/B at flux 2pi/80, 2pi/120: 1.73001, 1.74853
R_H (T = 0.1 t, full formula) = 1.7696 a^2/e
  in SI: sigma_xx = 2.4300e-04 S, R_H = 1.7672e+00 m^2/C
Phi_xx = 0.446203 t a^2/hbar^2 per cell
Phi_H = -0.692539 t^2 a^4/hbar^4 per cell
velocity-loop area/(4 pi^2) = -0.692539 (same unit)
Boltzmann R_H: formula 1.73920, equation solved 1.73921 a^2/e
pocket density = 0.57280 per cell, 1/density = 1.74582 a^2
R_H at T=0, Gamma = 0.4, 0.1, 0.025 t: 1.76149, 1.74062, 1.73929 a^2/e
--- Fermi-liquid rate Gamma = c (w^2 + pi^2 T^2), electron pocket
thermal factor: closed form 1.052178, quadrature 1.052178
c = 4.0 /t, Z = 1.0: R_H/R_Boltzmann at T = 0.04, 0.02 t: 1.04599, 1.05119
c = 4.0 /t, Z = 0.5: R_H/R_Boltzmann at T = 0.04, 0.02 t: 1.03606, 1.04875
```
